**Percolation breakdown: Weibull slope and area scaling**

The program treats an oxide made of \(N\) independent columns of \(n\) cells, each cell being defective at time \(t\) with probability \((t/\tau)^\alpha\), where \(\tau\) is the time scale of defect generation. For \(n=5\) and \(\alpha=0.4\) the Weibull slope is \(\beta=n\alpha=2\), and a hundredfold area divides the lifetime by \(100^{1/\beta}=10\). The program asserts that the device formula agrees with a sum over all defect patterns of a two-column device. It also asserts that simulated breakdown times agree with the predicted slope and area factor within set tolerances; the output shows fitted slopes of 2.043 and 2.012 and a ratio of medians of 9.94. Lifetimes found by root-finding on the unapproximated survival probability are compared with the Weibull formulas, and local slopes are obtained by finite differences. For three cells per column the output gives a slope of 1.2 and a factor of 46.42. If the power law holds for the mean number of defects per cell, it gives a slope of 1.9747 for the small device and a factor of 10.194, both at the 63.2 % point.

## Program and output

```python
# Percolation breakdown of an oxide made of independent columns of cells.
# Result under test: if a cell is defective with probability (t/tau)**alpha
# and a column of n cells conducts when all its cells are defective, then
# breakdown times are Weibull with slope beta = n*alpha (here 5*0.4 = 2), and
# an area larger by a factor R divides the lifetime by R**(1/beta) (here 10).
# Symbols: N = number of columns, F = failed fraction, t63 = time at which
# F = 1 - 1/e, tau = time scale of defect generation.
import itertools
import numpy as np
from scipy.optimize import brentq
from scipy.constants import Julian_year

alpha = 0.4
n_cells = 5
area_ratio = 100
tau = 1.0e12            # s
cell_edge = 1.0e-9      # m
area_small = 1.0e-10    # m^2
area_large = area_ratio * area_small
N_small = area_small / cell_edge**2
N_large = area_large / cell_edge**2
F63 = 1 - np.exp(-1)
F_low = 1.0e-4

beta = n_cells * alpha
factor = area_ratio**(1 / beta)


def power_probability(t):
    return (t / tau)**alpha


def poisson_probability(t):
    return -np.expm1(-(t / tau)**alpha)


def log_survival(t, columns, cells, probability):
    return columns * np.log1p(-probability(t)**cells)


def lifetime(F, columns, cells=n_cells, probability=power_probability):
    """Time at failed fraction F, by root-finding without approximation."""
    def mismatch(log_t):
        return (log_survival(np.exp(log_t), columns, cells, probability)
                - np.log1p(-F))
    return np.exp(brentq(mismatch, np.log(tau) - 60, np.log(tau) - 1e-6))


def local_slope(t, columns, cells=n_cells, probability=power_probability):
    """Central difference of ln(-ln(1-F)) with respect to ln t."""
    h = 1e-4
    up = np.log(-log_survival(t * np.exp(h), columns, cells, probability))
    down = np.log(-log_survival(t * np.exp(-h), columns, cells, probability))
    return (up - down) / (2 * h)


# Sum over every defect pattern of a device with two columns of five cells.
p_cell = 0.6
F_enumerated = 0.0
for pattern in itertools.product([0, 1], repeat=2 * n_cells):
    if all(pattern[:n_cells]) or all(pattern[n_cells:]):
        k = sum(pattern)
        F_enumerated += p_cell**k * (1 - p_cell)**(2 * n_cells - k)
F_formula = 1 - (1 - p_cell**n_cells)**2
assert abs(F_enumerated - F_formula) < 1e-12

# Monte Carlo: each cell has its own failure time tau*u**(1/alpha), u uniform.
# This map is increasing, so it may be applied after taking max and min.
rng = np.random.default_rng(12345)
devices = 4000
mc_columns = 100


def simulate(columns, batch):
    parts = []
    for _ in range(devices // batch):
        u = rng.random((n_cells, batch, columns))
        parts.append(u.max(axis=0).min(axis=1))
    return tau * np.concatenate(parts)**(1 / alpha)


def weibull_fit_slope(times):
    """Maximum-likelihood slope of a two-parameter Weibull law."""
    y = np.log(times / np.median(times))

    def score(b):
        w = np.exp(b * y)
        return np.sum(w * y) / np.sum(w) - 1 / b - y.mean()
    return brentq(score, 0.2, 10)


mc_small = simulate(mc_columns, 1000)
mc_large = simulate(mc_columns * area_ratio, 20)
mc_slope_small = weibull_fit_slope(mc_small)
mc_slope_large = weibull_fit_slope(mc_large)
mc_factor = np.median(mc_small) / np.median(mc_large)
# Statistical errors are about 0.025 in slope and 0.16 in the factor.
assert abs(mc_slope_small - beta) < 0.1
assert abs(mc_slope_large - beta) < 0.1
assert abs(mc_factor - factor) < 0.7

# Worked example: unapproximated lifetimes against the Weibull formulas.
t63_small = lifetime(F63, N_small)
t63_large = lifetime(F63, N_large)
tlow_small = lifetime(F_low, N_small)
tlow_large = lifetime(F_low, N_large)
for F, N, t in [(F63, N_small, t63_small), (F63, N_large, t63_large),
                (F_low, N_small, tlow_small), (F_low, N_large, tlow_large)]:
    t_weibull = tau * N**(-1 / beta) * (-np.log1p(-F))**(1 / beta)
    assert abs(t / t_weibull - 1) < 1e-6
assert abs(t63_small / t63_large - factor) < 1e-5
assert abs(tlow_small / tlow_large - factor) < 1e-5
slope_small = local_slope(t63_small, N_small)
assert abs(slope_small - beta) < 1e-6

# Exact local slope where the column probability q is not small.
t_test = 0.5 * tau
q = power_probability(t_test)**n_cells
slope_formula = beta * q / ((1 - q) * (-np.log1p(-q)))
assert abs(local_slope(t_test, 1) - slope_formula) < 1e-6

# Failed fraction of the large device when the small one has reached F_low.
F_large = -np.expm1(log_survival(tlow_small, N_large, n_cells,
                                 power_probability))
assert abs(F_large - (1 - (1 - F_low)**area_ratio)) < 1e-9

# Thinner oxide with three cells per column.
thin_cells = 3
thin_beta = thin_cells * alpha
thin_factor = (lifetime(F63, N_small, thin_cells)
               / lifetime(F63, N_large, thin_cells))
thin_slope = local_slope(lifetime(F63, N_small, thin_cells), N_small,
                         thin_cells)
assert abs(thin_slope - thin_beta) < 1e-6
assert abs(thin_factor / area_ratio**(1 / thin_beta) - 1) < 1e-6

# Power law for the mean number of defects per cell instead.
tp_small = lifetime(F63, N_small, probability=poisson_probability)
tp_large = lifetime(F63, N_large, probability=poisson_probability)
poisson_slope = local_slope(tp_small, N_small,
                            probability=poisson_probability)
x = (tp_small / tau)**alpha
assert abs(poisson_slope - beta * x / np.expm1(x)) < 1e-6
poisson_factor = tp_small / tp_large
assert poisson_slope < beta and poisson_factor > factor

print(f"time exponent alpha = {alpha}")
print(f"cells per column n = {n_cells}")
print(f"Weibull slope beta = {beta:.4f}")
print(f"area ratio = {area_ratio}")
print(f"lifetime division factor = {factor:.4f}")
print(f"fractional lifetime loss = {100 * (1 - 1 / factor):.2f} %")
print(f"defect time scale tau = {tau:.3e} s")
print(f"cell edge = {cell_edge:.3e} m")
print(f"oxide thickness = {n_cells * cell_edge:.3e} m")
print(f"small area = {area_small:.3e} m^2")
print(f"large area = {area_large:.3e} m^2")
print(f"columns, small device = {N_small:.3e}")
print(f"columns, large device = {N_large:.3e}")
print(f"t63, small device = {t63_small:.4e} s")
print(f"t63, large device = {t63_large:.4e} s")
print(f"t63, small device = {t63_small / Julian_year:.3f} years")
print(f"t63, large device = {t63_large / Julian_year:.3f} years")
print(f"defective-cell fraction at t63, small = "
      f"{power_probability(t63_small):.5f}")
print(f"defective-cell fraction at t63, large = "
      f"{power_probability(t63_large):.5f}")
print(f"local slope at t63, small device = {slope_small:.6f}")
print(f"low failed fraction F = {F_low:.1e}")
print(f"time at low F, small device = {tlow_small:.4e} s")
print(f"time at low F, large device = {tlow_large:.4e} s")
print(f"large-device F when small has low F = {F_large:.5e}")
print(f"enumeration: cell probability = {p_cell}")
print(f"enumeration: F of two columns = {F_enumerated:.6f}")
print(f"Monte Carlo devices per area = {devices}")
print(f"Monte Carlo columns, small = {mc_columns}")
print(f"Monte Carlo columns, large = {mc_columns * area_ratio}")
print(f"Monte Carlo slope, small = {mc_slope_small:.3f}")
print(f"Monte Carlo slope, large = {mc_slope_large:.3f}")
print(f"Monte Carlo ratio of medians = {mc_factor:.2f}")
print(f"three cells: slope = {thin_slope:.4f}")
print(f"three cells: lifetime division factor = {thin_factor:.2f}")
print(f"Poisson law: slope at t63, small = {poisson_slope:.4f}")
print(f"Poisson law: lifetime division factor = {poisson_factor:.3f}")
print("every check passed")
```

It prints:

```
time exponent alpha = 0.4
cells per column n = 5
Weibull slope beta = 2.0000
area ratio = 100
lifetime division factor = 10.0000
fractional lifetime loss = 90.00 %
defect time scale tau = 1.000e+12 s
cell edge = 1.000e-09 m
oxide thickness = 5.000e-09 m
small area = 1.000e-10 m^2
large area = 1.000e-08 m^2
columns, small device = 1.000e+08
columns, large device = 1.000e+10
t63, small device = 1.0000e+08 s
t63, large device = 1.0000e+07 s
t63, small device = 3.169 years
t63, large device = 0.317 years
defective-cell fraction at t63, small = 0.02512
defective-cell fraction at t63, large = 0.01000
local slope at t63, small device = 2.000000
low failed fraction F = 1.0e-04
time at low F, small device = 1.0000e+06 s
time at low F, large device = 1.0000e+05 s
large-device F when small has low F = 9.95066e-03
enumeration: cell probability = 0.6
enumeration: F of two columns = 0.149473
Monte Carlo devices per area = 4000
Monte Carlo columns, small = 100
Monte Carlo columns, large = 10000
Monte Carlo slope, small = 2.043
Monte Carlo slope, large = 2.012
Monte Carlo ratio of medians = 9.94
three cells: slope = 1.2000
three cells: lifetime division factor = 46.42
Poisson law: slope at t63, small = 1.9747
Poisson law: lifetime division factor = 10.194
every check passed
```
